# Multiple-scattering Green function and local density of states, derived twice: verification in Python

```python
"""Test of the multiple-scattering Green function in Hartree atomic units:
G(r,r') = sum Z_L(r) tau_LL' Z_L'(r') - same-site sum Z_L(r<) J_L(r>),
LDOS per spin = -Im G(r,r;E+i0)/pi.
Z: regular solution joining j/t-2ik h; J: solution joining j;
t: single-site scattering amplitude; tau=(1/t-g)^(-1): path operator;
g: free propagator between sites; k=sqrt(2E). The potentials are smooth,
spherical, non-overlapping wells. A Fourier-grid integral equation supplies
an independent solution without angular-momentum expansion at the sites.
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.fft import fftn, ifftn, fftfreq
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.special import spherical_jn, spherical_yn, lpmv

LMAX = 6
radius = 1.5
depths = [4.0, 3.0, 3.0]
centres = np.array([[0., 0., 0.], [3.2, 0., 0.], [1.0, 3.1, 0.7]])
tilt = np.array([0.6, 0.5, -0.4])
r_start = 1e-3
rad = np.linspace(r_start, radius, 401)
ells = np.arange(LMAX + 1)
lidx = np.array([l for l in ells for m in range(-l, l + 1)])
nL = len(lidx)
hartree_ev = physical_constants['Hartree energy in eV'][0]


def well(depth, r):
    return -depth * np.clip(1 - (r / radius)**2, 0, None)**3


def harmonics(vectors, lmax):
    """Real orthonormal spherical harmonics, one row per vector."""
    v = np.atleast_2d(vectors)
    r = np.maximum(np.linalg.norm(v, axis=1), 1e-30)
    c, phi = np.clip(v[:, 2] / r, -1, 1), np.arctan2(v[:, 1], v[:, 0])
    columns = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            a = abs(m)
            norm = np.sqrt((2*l + 1) / (4*np.pi)
                           * factorial(l - a) / factorial(l + a))
            y = norm * lpmv(a, l, c)
            if m > 0:
                y = np.sqrt(2) * y * np.cos(a * phi)
            if m < 0:
                y = np.sqrt(2) * y * np.sin(a * phi)
            columns.append(y)
    return np.array(columns).T


# Angular quadrature and integrals of three real harmonics.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(20)
phis = 2*np.pi*np.arange(40)/40
cc, pp = np.meshgrid(cos_nodes, phis, indexing='ij')
sines = np.sqrt(1 - cc**2)
directions = np.stack((sines*np.cos(pp), sines*np.sin(pp), cc), -1).reshape(-1, 3)
ang_w = np.repeat(cos_weights, 40) * 2*np.pi/40
Ybig = harmonics(directions, 2*LMAX)
Yang = Ybig[:, :nL]
pairs = (Yang[:, :, None] * Yang[:, None, :]).reshape(len(ang_w), -1)
gaunt = (pairs.T @ (Ybig * ang_w[:, None])).reshape(nL, nL, -1)
gaunt[abs(gaunt) < 1e-12] = 0
lbig = np.array([l for l in range(2*LMAX + 1) for m in range(-l, l + 1)])
powers = lidx[:, None, None] + lbig[None, None, :] - lidx[None, :, None]
phase_gaunt = gaunt * np.array([1, 1j, -1, -1j])[powers % 4]


def free_green(distance, k):
    return -np.exp(1j*k*distance) / (2*np.pi*distance)


def propagator(vector, k):
    z = k * np.linalg.norm(vector)
    orders = np.arange(2*LMAX + 1)
    hankel = spherical_jn(orders, z) + 1j*spherical_yn(orders, z)
    return -8j*np.pi*k * (phase_gaunt @ (hankel[lbig]
                                        * harmonics(vector, 2*LMAX)[0]))


def single_site(depth, k):
    """Regular radial solutions and t; K is the standing-wave amplitude."""
    count = LMAX + 1

    def rhs(r, y):
        p, slope = y[:count], y[count:]
        return np.concatenate((slope, -2*(ells + 1)/r*slope
                               - (k*k - 2*well(depth, r))*p))
    q = k*k - 2*well(depth, r_start)
    start = np.concatenate((1 - q*r_start**2/(2*(2*ells + 3)),
                            -q*r_start/(2*ells + 3))).astype(complex)
    sol = solve_ivp(rhs, (r_start, radius), start, method='DOP853',
                    t_eval=rad, rtol=1e-10, atol=1e-13)
    assert sol.success
    p, slope = sol.y[:count], sol.y[count:]
    edge = radius**ells * p[:, -1]
    edge_slope = radius**ells * (slope[:, -1] + ells/radius*p[:, -1])
    z = k*radius
    n = spherical_yn(ells, z)
    dn = k*spherical_yn(ells, z, derivative=True)
    scale = (1/(k*radius**2)) / (edge*dn - edge_slope*n)
    standing = scale[:, None] * p * rad[None, :]**ells[:, None]
    bessel = spherical_jn(ells[:, None], k*rad[None, :])
    K = simpson(rad**2 * bessel * well(depth, rad) * standing, x=rad)
    return {'K': K, 't': 1/(1/K + 2j*k), 'Z': standing/K[:, None],
            'reduced': CubicSpline(rad, (p*(scale/K)[:, None]).T)}


def joining_bessel(depth, k):
    """Inward solutions J for l=0,1 and their slopes."""
    two = np.arange(2)

    def rhs(r, y):
        return np.concatenate((y[2:], -2/r*y[2:]
            + (two*(two + 1)/r**2 - k*k + 2*well(depth, r))*y[:2]))
    start = np.concatenate((spherical_jn(two, k*radius),
        k*spherical_jn(two, k*radius, derivative=True))).astype(complex)
    sol = solve_ivp(rhs, (radius, r_start), start, method='DOP853',
                    t_eval=rad[::-1], rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[:2, ::-1], sol.y[2:, ::-1]


def scatter(energy, lcut=LMAX):
    k = np.sqrt(2*energy + 0j)
    library = {d: single_site(d, k) for d in set(depths)}
    sites = [library[d] for d in depths]
    size = len(sites)*nL
    g = np.zeros((size, size), complex)
    for a in range(len(sites)):
        for b in range(len(sites)):
            if a != b:
                g[a*nL:(a+1)*nL, b*nL:(b+1)*nL] = propagator(
                    centres[a] - centres[b], k)
    t = np.concatenate([np.where(lidx <= lcut, site['t'][lidx], 0)
                        for site in sites])
    tau = np.linalg.solve(np.eye(size) - t[:, None]*g, np.diag(t))
    return k, sites, tau


def regular(site, points):
    r = np.linalg.norm(points, axis=1)
    return (site['reduced'](r)[:, lidx] * r[:, None]**lidx
            * harmonics(points, LMAX))


def density(site, block, points):
    z = regular(site, points).real
    return -np.sum((z @ block.imag)*z, axis=1)/np.pi


def sphere_dos(site, block):
    norms = simpson(rad**2 * site['Z'].real**2, x=rad)
    return -np.sum(np.diag(block).imag * norms[lidx])/np.pi


def source(v):
    r = np.linalg.norm(v, axis=-1)
    return np.clip(1 - (r/radius)**2, 0, None)**4 * (1 + v @ tilt)


def source_average(data):
    """Return path term, regular-irregular term and source amplitudes."""
    k, sites, tau = data
    q0 = Yang.T @ ang_w
    q1 = Yang.T @ (ang_w * (directions @ tilt))
    q0[abs(q0) < 1e-12] = 0
    q1[abs(q1) < 1e-12] = 0
    shape = np.clip(1 - (rad/radius)**2, 0, None)**4
    f = shape * (q0[:, None] + rad*q1[:, None])
    integrand = rad**2 * sites[0]['Z'][lidx] * f
    amplitude = simpson(integrand, x=rad)
    J, _ = joining_bessel(depths[0], k)
    local = 0j
    for i in range(4):
        inner = CubicSpline(rad, integrand[i]).antiderivative()(rad)
        local += 2*simpson(rad**2*f[i]*J[lidx[i]]*inner, x=rad)
    return amplitude @ tau[:nL, :nL] @ amplitude, local, amplitude


def grid_solution(energy, n):
    """Solve u=G0 f+G0 V u with a truncated, image-free kernel."""
    k, box, cutoff, steps = np.sqrt(2*energy + 0j), 13.5, 7.0, 40
    h = box/n
    axis = (np.arange(n) - n//2)*h
    middle = (centres.min(axis=0) + centres.max(axis=0))/2
    xyz = np.stack(np.meshgrid(*(axis + c for c in middle), indexing='ij'), -1)
    potential = sum(well(d, np.linalg.norm(xyz - c, axis=-1))
                    for d, c in zip(depths, centres))
    f = source(xyz - centres[0])
    q = 2*np.pi*fftfreq(n, h)
    q2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2
    qc = np.sqrt(q2)*cutoff
    kernel = -2*(1 + np.exp(1j*k*cutoff)
        * (1j*k*cutoff*np.sinc(qc/np.pi) - np.cos(qc)))/(q2 - k*k)

    def propagate(a):
        return ifftn(kernel*fftn(a))

    def operate(a):
        a = a.reshape(f.shape)
        return (a - propagate(potential*a)).ravel()
    b = propagate(f).ravel()
    beta = np.linalg.norm(b)
    basis = np.zeros((steps + 1, b.size), complex)
    hess = np.zeros((steps + 1, steps), complex)
    basis[0] = b/beta
    for j in range(steps):
        w = operate(basis[j])
        for i in range(j + 1):
            hess[i, j] = np.vdot(basis[i], w)
            w -= hess[i, j]*basis[i]
        hess[j + 1, j] = np.linalg.norm(w)
        basis[j + 1] = w/hess[j + 1, j]
    rhs = np.zeros(steps + 1, complex)
    rhs[0] = beta
    u = np.linalg.lstsq(hess, rhs, rcond=None)[0] @ basis[:steps]
    residual = np.linalg.norm(operate(u) - b)/beta
    assert residual < 1e-6
    u = u.reshape(f.shape)
    return xyz, u, np.sum(f*u)*h**3, residual


print('Well radius (bohr):', radius, ' depths (hartree):', depths)
for i, c in enumerate(centres):
    print(f'Centre {i+1} (bohr):', c)
print('Angular-momentum cutoff:', LMAX)

# Two-centre expansion against the closed free propagator.
k_test = 1.0 + 0j
v1, v2 = np.array([.15, -.2, .1]), np.array([-.1, .12, .2])


def free_waves(v):
    return spherical_jn(lidx, k_test*np.linalg.norm(v))*harmonics(v, LMAX)[0]


R = centres[0] - centres[1]
expanded = free_waves(v1) @ propagator(R, k_test) @ free_waves(v2)
closed = free_green(np.linalg.norm(v1 + R - v2), k_test)
free_error = abs(expanded/closed - 1)
assert free_error < 1e-4
print(f'Free two-centre expansion, relative error: {free_error:.2e}')

E = 0.5
data = scatter(E)
k, sites, tau = data
J, dJ = joining_bessel(depths[0], k)
mid = 200
wronskians = []
for l in range(2):
    dZ = CubicSpline(rad, sites[0]['Z'][l]).derivative()(rad[mid])
    wronskians.append(rad[mid]**2*(sites[0]['Z'][l, mid]*dJ[l, mid]
                                  - dZ*J[l, mid]))
assert np.allclose(wronskians, -2, atol=1e-5)
print('r^2 Wronskian of Z,J for l=0,1:', np.round(np.real(wronskians), 7))
delta = np.arctan((-2*k*sites[0]['K']).real)
print(f'At E={E} hartree, k={k.real:.4f} 1/bohr')
print('Site 1 phase shifts l=0,1,2 (rad, modulo pi):', np.round(delta[:3], 5))
print(f"Site 1 t_00 (atomic units): {sites[0]['t'][0]:.6f}")
print(f'Site 1 tau_00,00 (atomic units): {tau[0, 0]:.6f}')

# Full Green function against the spatial integral equation.
for energy in (0.5, 0.5 + 0.2j):
    scattering = data if energy == 0.5 else scatter(energy)
    path, local, amplitude = source_average(scattering)
    formula = path - local
    _, _, coarse, _ = grid_solution(energy, 40)
    xyz, u, direct, residual = grid_solution(energy, 54)
    error = abs(formula - direct)/abs(direct)
    shift = abs(coarse - direct)/abs(direct)
    assert error < 1e-3 and shift < 5e-3
    relative = xyz - centres[1]
    inside = np.linalg.norm(relative, axis=-1) < 0.8
    predicted = (regular(scattering[1][1], relative[inside])
                 @ scattering[2][nL:2*nL, :nL] @ amplitude)
    point_error = np.max(abs(predicted - u[inside]))/np.max(abs(u[inside]))
    assert point_error < 2e-3
    print(f'Source test at E={energy} hartree (values in atomic units):')
    print(f'  path term {path:.6f}; regular-irregular term {local:.6f}')
    print(f'  formula {formula:.6f}; spatial grid {direct:.6f}')
    print(f'  relative error {error:.2e}; 40-to-54 grid shift {shift:.2e}')
    print(f'  other-sphere error {point_error:.2e}; residual {residual:.1e}')
    if energy == 0.5:
        assert abs(path.imag - direct.imag) < 2e-3*abs(direct.imag)
    else:
        omission = abs(path.imag - direct.imag)/abs(direct.imag)
        assert omission > 1e-2
        print(f'  Im G relative error if local term omitted: {omission:.4f}')

# Imaginary path operator against the complete set of incident directions.
points = np.array([[0., 0., 0.], [.8, 0., 0.], [-.4, .5, .3]])
from_tau = density(sites[0], tau[:nL, :nL], points)
incident = []
for centre in centres:
    incident.append(4*np.pi*np.array([1, 1j, -1, -1j])[lidx % 4][:, None]
                    * Yang.T*np.exp(1j*k*(directions @ centre)))
states = regular(sites[0], points) @ tau[:nL] @ np.concatenate(incident)
from_states = k.real/(2*np.pi)**3*(abs(states)**2 @ ang_w)
state_error = np.max(abs(from_tau/from_states - 1))
assert state_error < 1e-6
print('LDOS test points in sphere 1 (bohr):', points.tolist())
print('LDOS from Im tau (1/(bohr^3 hartree)):', np.round(from_tau, 7))
print('LDOS from scattering states (same unit):', np.round(from_states, 7))
print(f'Largest relative difference: {state_error:.2e}')

_, sites4, tau4 = scatter(E, lcut=4)
ldos4 = density(sites4[0], tau4[:nL, :nL], points)
l_shift = np.max(abs(ldos4/from_tau - 1))
assert l_shift < 1e-2
print(f'Largest LDOS shift, cutoff 4 to 6: {l_shift:.2e}')

# Sphere integral against spatial quadrature.
nodes, weights = np.polynomial.legendre.leggauss(16)
radii, rw = radius*(nodes + 1)/2, radius*weights/2
spatial = sum(w*r*r*(density(sites[0], tau[:nL, :nL], r*directions) @ ang_w)
              for r, w in zip(radii, rw))
integrated = sphere_dos(sites[0], tau[:nL, :nL])
assert abs(spatial/integrated - 1) < 1e-5
print(f'Sphere DOS, radial formula: {integrated:.7f} 1/hartree')
print(f'Sphere DOS, spatial quadrature: {spatial:.7f} 1/hartree')
print(f'Sphere DOS converted: {integrated/hartree_ev:.7f} 1/eV')

print('Per spin: centre LDOS in 1/(bohr^3 hartree), sphere DOS in 1/hartree')
print('E(hartree) free-LDOS single-LDOS cluster-LDOS single-DOS cluster-DOS')
for energy in (0.1, 0.2, 0.3, 0.5, 0.8, 1.2):
    kk, ss, path_operator = scatter(energy)
    isolated = np.diag(ss[0]['t'][lidx])
    cluster = path_operator[:nL, :nL]
    values = (kk.real/(2*np.pi**2), density(ss[0], isolated, points[:1])[0],
              density(ss[0], cluster, points[:1])[0],
              sphere_dos(ss[0], isolated), sphere_dos(ss[0], cluster))
    assert min(values) > 0
    print(f'{energy:7.2f} ' + ' '.join(f'{v:12.6f}' for v in values))

print('ALL CHECKS PASSED')
```

Output:

```
Well radius (bohr): 1.5  depths (hartree): [4.0, 3.0, 3.0]
Centre 1 (bohr): [0. 0. 0.]
Centre 2 (bohr): [3.2 0.  0. ]
Centre 3 (bohr): [1.  3.1 0.7]
Angular-momentum cutoff: 6
Free two-centre expansion, relative error: 1.31e-08
r^2 Wronskian of Z,J for l=0,1: [-2. -2.]
At E=0.5 hartree, k=1.0000 1/bohr
Site 1 phase shifts l=0,1,2 (rad, modulo pi): [-1.37569  0.13926  0.00326]
Site 1 t_00 (atomic units): 0.095096-0.481207j
Site 1 tau_00,00 (atomic units): 0.063630-0.412986j
Source test at E=0.5 hartree (values in atomic units):
  path term -0.014015-0.268870j; regular-irregular term -0.323078+0.000000j
  formula 0.309063-0.268870j; spatial grid 0.309065-0.268873j
  relative error 8.67e-06; 40-to-54 grid shift 3.92e-05
  other-sphere error 6.60e-05; residual 1.4e-14
Source test at E=(0.5+0.2j) hartree (values in atomic units):
  path term -0.030254-0.342226j; regular-irregular term -0.323353-0.003917j
  formula 0.293099-0.338309j; spatial grid 0.293101-0.338310j
  relative error 4.89e-06; 40-to-54 grid shift 2.84e-05
  other-sphere error 5.20e-05; residual 7.4e-15
  Im G relative error if local term omitted: 0.0116
LDOS test points in sphere 1 (bohr): [[0.0, 0.0, 0.0], [0.8, 0.0, 0.0], [-0.4, 0.5, 0.3]]
LDOS from Im tau (1/(bohr^3 hartree)): [0.1198908 0.0510371 0.0559952]
LDOS from scattering states (same unit): [0.1198908 0.0510371 0.0559952]
Largest relative difference: 3.05e-12
Largest LDOS shift, cutoff 4 to 6: 5.81e-05
Sphere DOS, radial formula: 0.5939055 1/hartree
Sphere DOS, spatial quadrature: 0.5939055 1/hartree
Sphere DOS converted: 0.0218256 1/eV
Per spin: centre LDOS in 1/(bohr^3 hartree), sphere DOS in 1/hartree
E(hartree) free-LDOS single-LDOS cluster-LDOS single-DOS cluster-DOS
   0.10     0.022656     0.107676     0.072422     0.192512     0.136072
   0.20     0.032041     0.126603     0.095854     0.292348     0.215113
   0.30     0.039242     0.134144     0.106262     0.402262     0.309988
   0.50     0.050661     0.139696     0.119891     0.656782     0.593906
   0.80     0.064081     0.142797     0.149025     1.045880     1.113319
   1.20     0.078483     0.146708     0.150382     1.406797     1.390163
ALL CHECKS PASSED
```
